# Phonon-Assisted Absorption Onset in Silicon with Filled Conduction Valleys

Silicon has six equivalent conduction valleys, far in wavevector from the valence-band top. An electron lifted across this gap by light therefore needs a partner, here a phonon, to supply the missing wavevector. Heavy n-type doping fills the valley bottoms. This problem asks how the absorption begins at zero temperature, with empty and with filled valleys.

Atomic units are used in the algebra, eV and angstrom for numbers. The gap at the given doping is $E_g$. An electron has energy $E_c\ge0$ above the valley bottom; a hole has energy $E_v\ge0$, counted downwards from the valence-band top. The valleys are parabolic and equally filled up to $F$, and the valence band is full. One phonon branch has the nearly constant energy $\Omega$. Electron-hole attraction and band tails are left out.

## (a) The absorption rate

**Find the second-order coupling for absorbing a photon and emitting a phonon, and write the absorption as a sum over final states.**

Let $i$ be the initial state, $m$ an intermediate state lying $\Delta$ above it, and $f$ a final state with nearly the initial energy. Light couples $i$ to $m$ with matrix element $a$, and the phonon couples $m$ to $f$ with $b$. With energies measured from $i$, the amplitudes obey

$$i\dot c_m=\Delta\,c_m+a\,c_i+b^*c_f,\qquad i\dot c_f=E_f\,c_f+b\,c_m .$$

When $|\Delta|$ is much larger than $|a|$, $|b|$ and $|E_f|$, the amplitude $c_m$ follows the other two. Neglecting its slow derivative gives $c_m\simeq-(a\,c_i+b^*c_f)/\Delta$, so that

$$i\dot c_f\simeq\left(E_f-\frac{|b|^2}{\Delta}\right)c_f-\frac{ba}{\Delta}\,c_i .$$

The effective coupling is $-ba/\Delta$. Several paths add before squaring:

$$M=-\sum_m\frac{b_m a_m}{\Delta_m},$$

where the sum includes both orders of the light and phonon steps. Near the threshold the final wavevectors span a small region, so $M$ is taken as constant there; part (f) examines this assumption.

At $T=0$ there are no phonons to absorb, so one must be emitted. The final state costs $E_g+E_c+E_v+\Omega$ and the photon supplies $\omega$. Define

$$D=\omega-E_g-\Omega .$$

The golden rule gives the rate

$$w=2\pi\sum_{\mathbf k_c,\mathbf k_v}|M|^2\,[1-f(E_c)]\,\delta(E_c+E_v-D),$$

where $f=1$ for $E_c<F$ and $f=0$ above. The two wavevectors are summed independently because the phonon takes up whatever difference $\mathbf k_v-\mathbf k_c$ remains. A vertical transition without a phonon would tie them together.

The absorption coefficient $\alpha$ is $w$ per volume divided by the photon flux. At fixed vector potential the flux is proportional to $\omega$, which leaves a factor $1/\omega$. It varies by about 1.5% over 0.02 eV near 1.33 eV and is absorbed into a constant.

## (b) State densities and filling

**Show that anisotropic bands still give square-root densities of states, and find $F$ for $10^{20}$ electrons per cm³.**

For one valley, $E_c=\tfrac12\sum_j k_j^2/m_j$, with masses $m_l,m_t,m_t$. The substitution $k_j=\sqrt{m_j}\,p_j$ turns the ellipsoid into a sphere of radius $\sqrt{2E_c}$ and contributes the factor $\sqrt{m_lm_t^2}$. The wavevector volume below $E_c$ is thus

$$\frac{4\pi}{3}(2m_dE_c)^{3/2},\qquad m_d=(m_lm_t^2)^{1/3},$$

and its derivative is $2\pi(2m_d)^{3/2}\sqrt{E_c}$.

A warped valence band has $E_v=k^2c(\hat{\mathbf k})$ near its top. Its constant-energy surface lies at $k=\sqrt{E_v/c}$, enclosing

$$\frac13\int d\hat{\mathbf k}\left(\frac{E_v}{c(\hat{\mathbf k})}\right)^{3/2}\propto E_v^{3/2}.$$

The derivative is again proportional to a square root. Anisotropy changes the prefactor, not the power.

With two spins and six valleys, each filled to the wavevector $k$ of a sphere of equal volume,

$$n=\frac{2\cdot6}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{2k^3}{\pi^2},\qquad
k=\left(\frac{\pi^2n}{2}\right)^{1/3},\qquad F=\frac{k^2}{2m_d}.$$

Take the rounded, rough silicon masses $m_l=0.9$ and $m_t=0.2$, for which $m_d=0.330$. The density is $10^{-4}$ Å⁻³, so $k=0.0790$ Å⁻¹. With $\hbar^2/2m_0=3.81$ eV Å²,

$$F=\frac{3.81\times0.0790^2}{0.330}\ \text{eV}\simeq0.072\ \text{eV}.$$

## (c) Empty valleys

**Find the absorption law when $F=0$.**

Collect all prefactors in $C$ and use the delta function to set $E_v=D-E_c$:

$$\alpha=CJ,\qquad J=\int_0^D\sqrt{E(D-E)}\,dE .$$

The graph of $\sqrt{E(D-E)}$ is a semicircle of radius $D/2$. Its area gives

$$J_0=\frac{\pi}{8}D^2\qquad(D>0).$$

The onset is quadratic because both carriers start from band edges, where their densities of states vanish. With the rough values $E_g=1.2$ eV and $\Omega=0.06$ eV, it lies at 1.26 eV.

## (d) Filled valleys

**Locate the new threshold at fixed gap and evaluate $J$ in closed form.**

States below $F$ are blocked, so the integral starts there:

$$J=\int_F^D\sqrt{E(D-E)}\,dE\qquad(D>F).$$

It vanishes for $D<F$. The threshold is therefore

$$\omega_{\rm th}=E_g+\Omega+F .$$

The hole adds nothing to this minimum: it can sit at the valence-band top while the phonon connects it to any point of the Fermi surface. At fixed gap the example gives $1.2+0.06+0.072\simeq1.332$ eV, or 931 nm.

For the integral, put $E=D\cos^2\theta$, so that $dE=-2D\cos\theta\sin\theta\,d\theta$. The upper limit $E=D$ becomes $\theta=0$, and the lower limit becomes $\theta=\phi$, with $\cos\phi=\sqrt{F/D}$. Reversing the limits removes the minus sign:

$$J=2D^2\int_0^\phi\cos^2\theta\sin^2\theta\,d\theta
=\frac{D^2}{4}\int_0^\phi(1-\cos4\theta)\,d\theta
=\frac{D^2}{4}\left[\phi-\frac{\sin4\phi}{4}\right].$$

For $F=0$, $\phi=\pi/2$ and the quadratic law returns.

## (e) The law just above the shifted threshold

**Let $d=D-F$ be the photon energy above the new threshold. Find $J$ for $d\ll F$, with two corrections, and its local power.**

Put $E=F+x$:

$$J=\int_0^d\sqrt{F+x}\,\sqrt{d-x}\,dx .$$

Since $x\le d\ll F$, expand the first root:

$$\sqrt{F+x}=\sqrt F\left(1+\frac{x}{2F}-\frac{x^2}{8F^2}+\dots\right).$$

The integrals needed are $I_n=\int_0^d x^n\sqrt{d-x}\,dx$. Directly, $I_0=\tfrac23d^{3/2}$. For $n\ge1$, integration by parts has no boundary term and gives

$$I_n=\frac{2n}{3}\int_0^d x^{n-1}(d-x)^{3/2}dx=\frac{2n}{3}\left(d\,I_{n-1}-I_n\right),$$

where one factor $d-x$ was multiplied out. Hence

$$I_n=\frac{2n}{2n+3}\,d\,I_{n-1},\qquad I_1=\frac25\,d\,I_0,\qquad I_2=\frac47\cdot\frac25\,d^2I_0=\frac{8}{35}\,d^2I_0 .$$

Inserting these,

$$J=\frac23\sqrt F\,d^{3/2}\left[1+\frac{d}{5F}-\frac{d^2}{35F^2}+\dots\right].$$

The quadratic onset has become a three-halves power. The added electron now starts at the Fermi surface, where the density of states has the finite value proportional to $\sqrt F$. The hole still starts at a band edge. Replacing one vanishing square root by a constant removes half a power of energy.

With $u=d/F$, the logarithm of the bracket is $u/5-u^2/35-\tfrac12(u/5)^2=u/5-17u^2/350$ to second order. Differentiating with respect to $\ln u$,

$$p\equiv\frac{d\ln J}{d\ln d}=\frac32+\frac u5-\frac{17u^2}{175}+\dots$$

At $d=0.02$ eV, $u=0.277$. The leading term is $\tfrac23\sqrt{0.0721}\,(0.02)^{3/2}=5.06\times10^{-4}$ eV², and the bracket is $1+0.055-0.002=1.053$. The result, $5.33\times10^{-4}$ eV², agrees with the closed form, and the local power is 1.55. At the same photon energy and gap, empty valleys would give $(\pi/8)(0.0921)^2=3.33\times10^{-3}$ eV². Filling leaves 16% of that.

A test that assumes no density of states counts electron-hole pairs over sampled wavevectors, with ellipsoidal valleys and a warped heavy-hole band. Its counts, which correspond to $J$ integrated over energy, agree with the formula to about 0.5% for $d/F=0.4$ and $0.1$. Their average growth between these points implies an absorption power of 1.53.

## (f) Where the power changes

**What happens far above threshold, for another matrix element, and for a nonparabolic valence band?**

*Far above threshold.* Write $J$ as the full semicircle minus the blocked part. For $D\gg F$, $\sqrt{D-E}\simeq\sqrt D$ in the blocked part, so

$$J\simeq\frac{\pi}{8}D^2-\sqrt D\int_0^F\sqrt E\,dE=\frac{\pi}{8}D^2-\frac23F^{3/2}\sqrt D .$$

The quadratic law in $D$ returns. The three-halves power describes the onset, not the whole edge. In the parabolic model the local power has risen to 1.75 at $d=0.2$ eV.

*Matrix element.* If $|M|^2$ is smooth and its average over the Fermi surface is nonzero at threshold, its variation adds corrections of relative order $d$ and leaves the leading power. If symmetry makes $|M|^2\propto E_v$, the leading integral is instead

$$\sqrt F\int_0^d(d-x)^{3/2}dx=\frac25\sqrt F\,d^{5/2}.$$

The three-halves law thus belongs to transitions allowed between the valence-band top and the Fermi surface.

*Valence band.* Spin-orbit coupling splits off a band by $\Delta_{\rm so}$, roughly 0.04 eV in silicon. The hole density of states is proportional to $\sqrt{E_v}$ only for $E_v\ll\Delta_{\rm so}$, so the law needs $d\ll\Delta_{\rm so}$ as well as $d\ll F$.

The condition $d\ll\Delta_{\rm so}$ is the stricter one here. A six-band calculation takes Luttinger parameters 4.29, 0.34 and 1.45 as model inputs. They keep two decimals because, without spin-orbit coupling, the heavy-band coefficient along [110] is the small difference $4.29+0.34-3\times1.45=0.28$, which makes the result sensitive to them. The calculation gives about 1.6 times the parabolic absorption at $d=0.02$ eV, and a local power of about 2.0 instead of 1.55. The ratio depends on the inputs: with $\Delta_{\rm so}=0.044$ eV and parameters 4.285, 0.339 and 1.446 it falls by about 0.1 to 1.5, while the power stays near 2.0. At $d=10^{-4}$ eV its power is 1.502. Refining the angular mesh from 16 to 28 points per direction changes the absorption ratio by about $10^{-12}$. The limiting power survives. If its deviation from 3/2, which is 0.002 at $10^{-4}$ eV, grows in proportion to $d$, it reaches about 0.1 at 5 meV. By this estimate the law is confined to the first few meV in this example.

## (g) Reading a threshold from a straight-line plot

**Where does the tangent to a plot of $\alpha^s$ against photon energy cross zero?**

Let $\alpha$ have local power $p$ at distance $d$ above threshold. Then $\alpha'=p\alpha/d$, and the slope of $\alpha^s$ is $s\alpha^{s-1}\alpha'=sp\,\alpha^s/d$. The tangent reaches zero at

$$d_{\rm cross}=d-\frac{\alpha^s}{sp\,\alpha^s/d}=d\left(1-\frac1{sp}\right),$$

measured from the true threshold. For $p=3/2$, a plot of $\alpha^{1/2}$ errs by $-d/3$, while one of $\alpha^{2/3}$ makes no error. Straight-line fits to the parabolic model between 0.005 and 0.020 eV above threshold give errors of $-0.0034$ eV and $+0.0002$ eV respectively.

The six-band result reverses this advantage at $d=0.02$ eV. With $p\simeq2$, the square-root tangent has almost no error and the two-thirds tangent errs by about $+0.005$ eV. The local power happens to be near 2 at this energy, so a square-root tangent that meets the true threshold does not show that the valleys are empty. Testing the three-halves law requires data closer to threshold.

## (h) Heavily n-doped silicon

**How do gap narrowing, temperature and competing absorption affect the example?**

*Gap narrowing.* Exchange acts between electrons of equal spin in the same valley. For an isotropic valley with unscreened interaction, the shift at the Fermi surface is

$$\Sigma=-\int_{q<k}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\varepsilon|\mathbf k-\mathbf q|^2}
=-\frac{k}{\pi\varepsilon}\int_0^1x\ln\frac{1+x}{1-x}\,dx=-\frac{k}{\pi\varepsilon}.$$

The middle form follows from the angular integration with $x=q/k$. The last integral equals 1, by parts with $(x^2-1)/2$ as the antiderivative of $x$. For $\varepsilon=12$ the shift is $-0.030$ eV.

The electrons also screen the hole. In static Thomas-Fermi screening, $\kappa^2=(4\pi/\varepsilon)\,dn/dF=(4\pi/\varepsilon)(3n/2F)$, because $n\propto F^{3/2}$. A fixed hole gains half the induced potential at its own position:

$$\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\varepsilon}\left[\frac1{q^2+\kappa^2}-\frac1{q^2}\right]
=-\frac1{\pi\varepsilon}\int_0^\infty\frac{\kappa^2\,dq}{q^2+\kappa^2}=-\frac{\kappa}{2\varepsilon},$$

or $-0.106$ eV. This overestimates the screening, because $\kappa=0.177$ Å⁻¹ exceeds $2k=0.158$ Å⁻¹, and electrons respond weakly at wavevectors above $2k$. The static Lindhard response of isotropic valleys, which includes this weakening, gives about $-0.06$ eV. Together with exchange, the two screening estimates move the threshold from 1.33 to about 1.20 and 1.25 eV, so narrowing of this size can cancel the whole shift by $F$. Both estimates treat the hole as fixed. A mobile hole recoils and gains less: with mass 0.57 and the frequency-dependent Lindhard response the screening shift is about $-0.043$ eV, and the total with exchange, about $-0.074$ eV, is then close to $F$. They omit electron correlation and the donor ions, so they establish the size of the effect, not a precise threshold. The shift by $F$ must accordingly be counted from the narrowed gap, with the electron shift taken at the Fermi surface. A rigid shift leaves the power unchanged, but the unscreened exchange shift is not rigid. At the valley bottom it is $-2k/(\pi\varepsilon)=-0.060$ eV, twice its value at the Fermi surface, and in an ellipsoidal valley it also varies by about 0.01 eV over the Fermi surface.

*Temperature.* At fixed density and gap, with phonon emission alone and its thermal enhancement omitted, $J$ at $d=0.02$ eV changes by 0.2% between 0 and 10 K. At 300 K it is 2.3 times the cold value. Even at $d=0$ the warm signal is 1.07 times the cold signal at $d=0.02$ eV, so the sharp onset is lost. The mean phonon number is then 0.11, which also opens absorption with a phonon taken up. That channel starts $2\Omega$ earlier and adds about 2.6 times the cold value at $d=0.02$ eV. With emission enhanced by the factor 1.11, the total at 300 K is about 5 times the cold value.

*Other channels.* A softer branch with $\Omega=0.02$ eV begins 0.04 eV earlier. At equal coupling it contributes 5.7 times the main branch at $d=0.02$ eV. Each allowed branch has its own three-halves onset, and the lowest sets the first phonon-assisted threshold.

Donor ions can supply the wavevector without a phonon, with a threshold lower by $\Omega$. For ion density $N$, Coulomb element $V_q=4\pi/(\varepsilon q^2)$, deformation potential $\Xi$ and mass density $\rho$, the ratio of squared couplings is $NV_q^2/[\Xi^2/(2\rho\Omega)]$. Rough values $q=1$ Å⁻¹, $\Xi=5$ eV/Å and $\rho=2300$ kg/m³ give 0.036 if $\varepsilon=12$ is kept. The earlier threshold raises the absorption ratio to about 0.3 at $d=0.02$ eV. However, 12 is the long-wavelength value. At $q=1$ Å⁻¹ silicon screens less, and estimates of $\varepsilon$ there range from about 3 to 5, which raises the absorption ratio to between about 2 and 5. The donor channel may therefore rival or exceed the phonon channel at this doping.

*The real case.* The density of $10^{20}$ cm⁻³ stands for heavy doping, and the masses, gap and phonon energies are rough silicon values. Devices at room temperature break the zero-temperature assumption: the factor of 2.3 found above comes from the smeared Fermi edge alone, and with thermal phonons included it is about 5. Free carriers also absorb. A Drude estimate with mobility 100 cm²/Vs and refractive index 3.5 gives about 170 cm⁻¹. If empty valleys absorb roughly 100 cm⁻¹ at $D=0.1$ eV, the parabolic law scales to only 14 cm⁻¹ at $d=0.02$ eV with filled valleys. The three-halves law therefore describes one component of the spectrum. Seeing it would require at least low temperature, removal of a much larger background, and an energy resolution well below the few meV over which the law holds. Even these may not suffice. The screened potential of randomly placed donors has a root-mean-square value of about 0.07 eV with Thomas-Fermi screening and 0.09 eV with the Lindhard response, and the resulting smearing of the valence-band edge, left out here, can hide a law confined to a few meV. The numerical output lists the values behind most of these estimates.

## Computed results

```
INPUTS (rounded, rough typical values)
electron density 1.0e+20 cm^-3
valley masses: long. 0.9, transv. 0.2 m0
gap 1.2 eV, phonon 0.06 eV, soft phonon 0.02 eV
dielectric constant 12.0, spin-orbit 0.04 eV
Luttinger parameters 4.29, 0.34, 1.45
FILLING AND THRESHOLD
valley density-of-states mass 0.3302 m0
Fermi wavevector (sphere of equal volume) 0.0790 1/A
Fermi energy F 0.0721 eV
counted / intended density 1.0010
threshold, empty valleys 1.2600 eV
threshold, filled, fixed gap 1.3321 eV = 931 nm
ONSET: d (eV), J (eV^2), J/(3/2 law), local power, J/J_empty
 0.001 5.675e-06 1.0028 1.5028 0.0027
 0.005 6.414e-05 1.0137 1.5134 0.0275
 0.020 5.332e-04 1.0535 1.5490 0.1602
 0.050 2.256e-03 1.1275 1.6047 0.3856
 0.200 2.290e-02 1.4308 1.7479 0.7880
 1.000 4.383e-01 2.4490 1.9067 0.9710
TESTS OF THE LAW
pair count/formula, filled, d/F=0.4: 1.0050
pair count/formula, filled, d/F=0.1: 1.0045
pair count/formula, empty valleys: 0.9998
absorption power from pair counts 1.529
power, smooth nonzero matrix element 1.5011
power, squared element prop. to Ev 2.5001
fit window 0.005 to 0.020 eV above threshold
threshold error, square-root plot -0.00341 eV
threshold error, two-thirds plot 0.00023 eV
NEGLECTED EFFECTS, at d = 0.02 eV
exchange shift at Fermi surface -0.0302 eV
hole screening shift of gap -0.1063 eV
threshold with both shifts 1.1956 eV
J(10 K)/J(0 K) 1.0022
J(300 K)/J(0 K) 2.277
J(300 K, d=0)/J(0 K, d=0.02) 1.074
thermal energy at 300 K 0.0259 eV, phonon number 0.109
hole density-of-states mass at band top 0.574 m0
six-band / parabolic absorption 1.594
angular mesh shift of that ratio (16 to 28) 1.7e-12
six-band local power: 2.043; at d=0.0001 eV: 1.502
soft-phonon / main branch, equal coupling 5.68
rough: q 1.0 1/A, deformation 5.0 eV/A, 2300 kg/m^3
impurity / phonon squared coupling 0.036
impurity / phonon absorption 0.33
rough: mobility 100 cm2/Vs, refractive index 3.5
free-carrier absorption 173 cm^-1
rough: empty-valley absorption 100 cm^-1 at D = 0.1 eV
phonon-assisted absorption, filled 14 cm^-1
```
